# Hidden SU(2) symmetry of the triangular Hubbard model at phase 2π/3, part 1

(Sections cited here and not found follow in the second part.)

## First half: the gauge transformation, the symmetry and the spin exchange

**Q.** You say that a triangular-lattice Hubbard model whose hopping phase is opposite for the two valleys can still have a full SU(2) spin symmetry. A valley-dependent phase is spin-orbit coupling. It singles out the $z$ axis. How can the symmetry survive?

**A.** For a general phase it does not. First the model. Let $\mathbf a_1$ and $\mathbf a_2$ be lattice vectors of equal length at $120^\circ$ to each other, and let $\mathbf a_3=-\mathbf a_1-\mathbf a_2$. These three vectors orient every bond once. Spin and valley are locked together, so one label $\sigma=+1$ (written $\uparrow$) or $\sigma=-1$ (written $\downarrow$) is enough. The Hamiltonian is

$$H=-t\sum_{i,\mathbf a,\sigma}\left(e^{i\sigma\phi}c^\dagger_{i+\mathbf a,\sigma}c_{i\sigma}+\text{h.c.}\right)+U\sum_i n_{i\uparrow}n_{i\downarrow},\qquad t>0,$$

where $\mathbf a$ runs over the three oriented vectors. Hopping along an arrow gives the phase $+\sigma\phi$, and hopping against it gives $-\sigma\phi$. Time reversal exchanges the valleys and complex-conjugates the amplitudes, which is why the two phases are opposite.

A phase on a single bond has no meaning by itself, because redefining the phase of the operator at one end changes it. What cannot be changed in this way is the sum of phases around a closed loop. Following $\mathbf a_1$, $\mathbf a_2$, $\mathbf a_3$ in turn closes a triangle and collects

$$\Phi_\sigma=3\sigma\phi .$$

At $\phi=2\pi/3$ this is $2\pi\sigma$, and $e^{i\Phi_\sigma}=1$ for both valleys. No triangle can distinguish them.

**Q.** That covers one triangle. You need site phases that work on all bonds at once.

**A.** Write the position of site $j$ as $\mathbf R_j=n_1\mathbf a_1+n_2\mathbf a_2$ and define

$$\theta_j=\frac{2\pi}{3}(n_1+n_2)\pmod{2\pi}.$$

This takes three values, $0$, $2\pi/3$ and $4\pi/3$, one on each of three sublattices. A step $\mathbf a_1$ raises $n_1$ by one, and a step $\mathbf a_2$ raises $n_2$ by one, so either raises $\theta$ by $2\pi/3$. A step $\mathbf a_3$ lowers both integers by one and changes $\theta$ by $-4\pi/3$, which equals $2\pi/3$ modulo $2\pi$. Hence on every oriented bond

$$\theta_{i+\mathbf a}-\theta_i=\frac{2\pi}{3}\pmod{2\pi}.$$

Now define new operators $d_{j\sigma}$ through

$$c_{j\sigma}=e^{i\sigma\theta_j}d_{j\sigma},\qquad c^\dagger_{j\sigma}=e^{-i\sigma\theta_j}d^\dagger_{j\sigma}.$$

They obey the same anticommutation relations, since the phases cancel in $\{c_{j\sigma},c^\dagger_{j\sigma}\}$. The hopping term becomes

$$e^{i\sigma\phi}c^\dagger_{i+\mathbf a,\sigma}c_{i\sigma}
=e^{i\sigma(\phi-\theta_{i+\mathbf a}+\theta_i)}d^\dagger_{i+\mathbf a,\sigma}d_{i\sigma}
=d^\dagger_{i+\mathbf a,\sigma}d_{i\sigma}$$

at $\phi=2\pi/3$. The densities do not change, because $c^\dagger_{j\sigma}c_{j\sigma}=d^\dagger_{j\sigma}d_{j\sigma}$. Therefore

$$H=-t\sum_{i,\mathbf a,\sigma}\left(d^\dagger_{i+\mathbf a,\sigma}d_{i\sigma}+\text{h.c.}\right)+U\sum_i n_{i\uparrow}n_{i\downarrow}.$$

This is the ordinary Hubbard model with the same $t$ and the same $U$. Any interaction built from densities, such as $V n_i n_j$ with $n_i=n_{i\uparrow}+n_{i\downarrow}$, also keeps its form.

**Q.** Then the transformation has restored the symmetry?

**A.** It has revealed it. A change of variables cannot give $H$ a symmetry that it lacked. Uniform rotations of the physical spin about in-plane axes remain broken, while another set of rotations commutes with $H$. To find them, start from the spin operators in the new variables and go back to the old ones. From $d_{j\uparrow}=e^{-i\theta_j}c_{j\uparrow}$ and $d_{j\downarrow}=e^{i\theta_j}c_{j\downarrow}$,

$$\tilde S_j^+\equiv d^\dagger_{j\uparrow}d_{j\downarrow}
=e^{i\theta_j}c^\dagger_{j\uparrow}\,e^{i\theta_j}c_{j\downarrow}
=e^{2i\theta_j}S_j^+,\qquad \tilde S_j^z=S_j^z,$$

with $S_j^+=c^\dagger_{j\uparrow}c_{j\downarrow}$. The generators are $\sum_jS_j^z$, $\tilde S^+=\sum_je^{2i\theta_j}S_j^+$ and its adjoint $\tilde S^-$. The phases have unit modulus, so $[\tilde S^+,\tilde S^-]=2\sum_jS_j^z$ as for ordinary spin. The hidden rotation turns spins on different sublattices about different in-plane axes.

**Q.** I would rather see the commutator vanish in the original variables.

**A.** Take a trial generator $A=\sum_l\alpha_lc^\dagger_{l\uparrow}c_{l\downarrow}$ with unknown numbers $\alpha_l$, and write the hopping as $\sum h^\sigma_{ji}c^\dagger_{j\sigma}c_{i\sigma}$. For fermions

$$[c_a^\dagger c_b,c_c^\dagger c_d]=\delta_{bc}c_a^\dagger c_d-\delta_{ad}c_c^\dagger c_b .$$

For an up-spin hop the first delta contributes, and for a down-spin hop the second:

$$[c^\dagger_{j\uparrow}c_{i\uparrow},A]=\alpha_ic^\dagger_{j\uparrow}c_{i\downarrow},\qquad
[c^\dagger_{j\downarrow}c_{i\downarrow},A]=-\alpha_jc^\dagger_{j\uparrow}c_{i\downarrow}.$$

The hopping part of the commutator is therefore

$$[H_t,A]=\sum_{j,i}\left(h^\uparrow_{ji}\alpha_i-h^\downarrow_{ji}\alpha_j\right)c^\dagger_{j\uparrow}c_{i\downarrow}.$$

The operators on the right are independent, so every bracket must vanish. For a hop along an arrow, $h^\uparrow_{ji}=-te^{i\phi}$ and $h^\downarrow_{ji}=-te^{-i\phi}$, which requires

$$\alpha_j=e^{2i\phi}\alpha_i .$$

The reverse hop gives the same condition. At $\phi=2\pi/3$ it is satisfied by $\alpha_j=e^{2i\theta_j}$.

The on-site repulsion also commutes. The operator $c^\dagger_{l\uparrow}c_{l\downarrow}$ gives zero on a doubly occupied site, because the up state is already filled. It cannot produce a doubly occupied site either, because it removes the down particle. Both products of $n_{l\uparrow}n_{l\downarrow}$ with it are zero.

With uniform $\alpha_l=1$ the bracket is $-t(e^{i\phi}-e^{-i\phi})=-2it\sin\phi$, of magnitude $\sqrt3\,t$ at $\phi=2\pi/3$. In the full many-particle space of an open four-site rhombus, with $U=7t$ and a neighbour repulsion of $1.3t$, the largest matrix element of $[H,\sum_jS_j^+]$ is $1.732\,t$. That of $[H,\tilde S^+]$ is about $10^{-15}t$, which is rounding error.

**Q.** Is $2\pi/3$ special, or would other phases do?

**A.** The condition on $\alpha$ answers this for generators of the form $A$. Going once around a triangle multiplies $\alpha$ by $e^{6i\phi}$, and it must return to its starting value:

$$6\phi=0\pmod{2\pi}\quad\Longrightarrow\quad\phi=\frac{n\pi}{3},\qquad n\ \text{integer}.$$

Equivalently, the fluxes $3\phi$ and $-3\phi$ must agree modulo $2\pi$. For even $n$ the flux is zero modulo $2\pi$ and the phases can be removed completely. For odd $n$ the flux is $\pi$ for both valleys. One may then write $\phi=\pi+\phi'$ with $\phi'$ an even multiple of $\pi/3$. The part $\phi'$ is removable, and the factor $e^{\pm i\pi}=-1$ reverses the sign of $t$. The symmetry is there too, but the band is upside down.

This can be tested with two particles on a periodic lattice. Two parallel spins never occupy the same site, so their energies do not involve $U$. If the states form spin multiplets, each of these energies must reappear among the levels of two opposite spins, which do feel $U$. On a $3\times3$ torus with $U=8t$, a scan of $\phi$ in steps of $20^\circ$ from $0$ to $360^\circ$ finds this at multiples of $60^\circ$ and at no other scanned phase. At $\phi=20^\circ$ the worst-matched parallel-spin level misses its nearest partner by $0.18\,t$.

**Q.** You chose a $3\times3$ torus. Was that convenient for you?

**A.** It was necessary. On an $L\times L$ torus the sites $\mathbf R$ and $\mathbf R+L\mathbf a_1$ are the same, but $\theta$ differs between them by $2\pi L/3$. Since $c$ is periodic, the new operators obey

$$d_{\mathbf R+L\mathbf a_1,\sigma}=e^{-2\pi i\sigma L/3}d_{\mathbf R,\sigma}.$$

If $L$ is a multiple of three, the factor is one. Otherwise the phase has been pushed into the boundary condition, where it is opposite for the two valleys. No other choice of $\alpha$ helps, because going around the torus multiplies it by $e^{2i\phi L}=e^{4\pi iL/3}$, and this is one precisely when $L$ is a multiple of three. On the $4\times4$ torus at $\phi=2\pi/3$ the mismatch is $0.28\,t$, while on the $3\times3$ torus it is at rounding level. An open cluster has no such loop, and neither has the infinite plane.

**Q.** What does the transformation do to the bands? The two valleys have visibly different dispersions.

**A.** They have the same dispersion with shifted origins. Insert $c_{j\sigma}=N^{-1/2}\sum_{\mathbf k}e^{i\mathbf k\cdot\mathbf R_j}c_{\mathbf k\sigma}$, with $N$ the number of sites. Then $\sum_ic^\dagger_{i+\mathbf a,\sigma}c_{i\sigma}=\sum_{\mathbf k}e^{-i\mathbf k\cdot\mathbf a}c^\dagger_{\mathbf k\sigma}c_{\mathbf k\sigma}$. Adding the adjoint gives

$$\varepsilon_\sigma(\mathbf k)=-2t\sum_{\mathbf a}\cos(\mathbf k\cdot\mathbf a-\sigma\phi).$$

Let $\mathbf K$ be the corner of the Brillouin zone with $\mathbf K\cdot\mathbf a_1=\mathbf K\cdot\mathbf a_2=2\pi/3$. Then $\mathbf K\cdot\mathbf a_3=-4\pi/3$, again $2\pi/3$ modulo $2\pi$. So at $\phi=2\pi/3$

$$\varepsilon_\sigma(\mathbf k)=\varepsilon_0(\mathbf k-\sigma\mathbf K),\qquad \varepsilon_0(\mathbf p)=-2t\sum_{\mathbf a}\cos(\mathbf p\cdot\mathbf a).$$

The minimum, $-6t$, lies at $\mathbf K$ for one valley and at $-\mathbf K$ for the other. Moreover $\theta_j=\mathbf K\cdot\mathbf R_j$ modulo $2\pi$, so the gauge transformation is a pair of opposite momentum shifts. At a general phase the two bands are not shifted copies of each other in this way.

**Q.** In the Mott insulator one finds a Dzyaloshinskii–Moriya interaction and an anisotropic exchange. Those are real terms. Does the hidden symmetry make them vanish?

**A.** They stay in the physical variables, with coefficients locked together. Take one particle per site and $U\gg t$, and work to second order in $t$. On a single bond $i\to j$ the phase can be removed for any $\phi$ by $d_{i\sigma}=c_{i\sigma}$ and $d_{j\sigma}=e^{-i\sigma\phi}c_{j\sigma}$. The hopping is then $T=-t\sum_\sigma(d^\dagger_{j\sigma}d_{i\sigma}+d^\dagger_{i\sigma}d_{j\sigma})$. Each hop out of the singly occupied states costs $U$, so

$$H_{\rm eff}=-\frac1U\,P\,T^2P,$$

where $P$ projects on singly occupied sites. The products that return to these states are a hop to $j$ followed by a hop back, and the reverse. The first gives

$$\sum_{\sigma\sigma'}d^\dagger_{i\sigma}d_{j\sigma}d^\dagger_{j\sigma'}d_{i\sigma'}
=\sum_{\sigma\sigma'}d^\dagger_{i\sigma}d_{i\sigma'}\left(\delta_{\sigma\sigma'}-d^\dagger_{j\sigma'}d_{j\sigma}\right).$$

Here $d_{i\sigma'}$ has moved past two operators of site $j$, which costs two minus signs. The delta term gives the number of particles on $i$, which is one. The other sum is

$$n_{i\uparrow}n_{j\uparrow}+n_{i\downarrow}n_{j\downarrow}+\tilde S_i^+\tilde S_j^-+\tilde S_i^-\tilde S_j^+=\frac12+2\tilde{\mathbf S}_i\cdot\tilde{\mathbf S}_j ,$$

because $n_{\uparrow,\downarrow}=\frac12\pm S^z$ and $\tilde S_i^+\tilde S_j^-+\tilde S_i^-\tilde S_j^+=2(\tilde S_i^x\tilde S_j^x+\tilde S_i^y\tilde S_j^y)$. The reverse order contributes equally, so $PT^2P=t^2(1-4\tilde{\mathbf S}_i\cdot\tilde{\mathbf S}_j)$ and

$$H_{ij}=J\left(\tilde{\mathbf S}_i\cdot\tilde{\mathbf S}_j-\frac14\right),\qquad J=\frac{4t^2}{U}.$$

To return to physical spins use $\tilde S_i^+=S_i^+$ and $\tilde S_j^+=e^{2i\phi}S_j^+$. The in-plane part becomes $\frac12(e^{2i\phi}S_j^+S_i^-+\text{h.c.})$. Since

$$S_j^+S_i^-=S_i^xS_j^x+S_i^yS_j^y+i(\mathbf S_i\times\mathbf S_j)_z ,$$

the result is

$$H_{ij}=J\left[S_i^zS_j^z+\cos2\phi\,(S_i^xS_j^x+S_i^yS_j^y)-\sin2\phi\,(\mathbf S_i\times\mathbf S_j)_z-\frac14\right].$$

At $\phi=2\pi/3$ the coefficients are $1$, $-\frac12$ and $+\frac{\sqrt3}{2}$ in units of $J$. On one bond this disguise is always possible. On the lattice the bond rotations fit together when $6\phi$ is a multiple of $2\pi$.

## Second half: ordered states, the origin of the phase, and twisted WSe$_2$

The oriented bonds are $\mathbf a_1,\mathbf a_2,\mathbf a_3$, the hopping along them is $-te^{i\sigma\phi}$, and the valleys are $\sigma=\pm1$. At $\phi=2\pi/3$ the site phases $\theta_j=2\pi s_j/3$, with $s_j=n_1+n_2$ modulo 3, remove the bond phases. The hidden spins are $\tilde S_j^+=e^{2i\theta_j}S_j^+$ and $\tilde S_j^z=S_j^z$. With one particle per site and $U\gg t$ they have Heisenberg exchange $J=4t^2/U$ to second order in $t$.

**Q.** The physical in-plane exchange at $2\pi/3$ is $-J/2$, which is ferromagnetic, but the hidden model is an antiferromagnet. Which order do you expect?

**A.** Among product states, both descriptions give the same answer. Let physical spins lie in the plane at angles $\beta_j$, so that $\langle\mathbf S_j\rangle=\frac12(\cos\beta_j,\sin\beta_j,0)$. In a product state the expectation values factorize. With $\Delta=\beta_j-\beta_i$ along an arrow, the bond energy is

$$E(\Delta)=\frac J4\left[\cos2\phi\cos\Delta-\sin2\phi\sin\Delta-1\right]=\frac J4\left[\cos(\Delta+2\phi)-1\right].$$

At $\phi=2\pi/3$ three uniform steps are of interest:

- $\Delta=0$ gives $-\frac38J$.
- $\Delta=-120^\circ$ gives $-\frac38J$.
- $\Delta=+120^\circ$ gives $0$.

An in-plane ferromagnet and one chirality of $120^\circ$ order are degenerate, while the opposite chirality has the highest energy that an in-plane bond can have. The Dzyaloshinskii–Moriya term separates the two chiralities.

**Q.** Could some other product state be lower?

**A.** No, for this nearest-neighbour exchange. Treat the hidden spins as vectors of length $\frac12$. For the three spins of a triangle

$$0\le\left|\tilde{\mathbf S}_1+\tilde{\mathbf S}_2+\tilde{\mathbf S}_3\right|^2=\frac34+2\left(\tilde{\mathbf S}_1\cdot\tilde{\mathbf S}_2+\tilde{\mathbf S}_2\cdot\tilde{\mathbf S}_3+\tilde{\mathbf S}_3\cdot\tilde{\mathbf S}_1\right).$$

The three products therefore sum to at least $-\frac38$. Every bond belongs to two triangles, so averaging over all triangles gives at least $-\frac18$ per bond. With the constant $-\frac14$, the energy is at least $-\frac38J$ per bond. The bound is reached when the hidden spins of each triangle sum to zero, which is the three-sublattice $120^\circ$ pattern.

The hidden angle is $\tilde\beta_j=\beta_j+2\theta_j=\beta_j+4\pi s_j/3$. Hidden order with $\tilde\beta_j=-2\pi s_j/3$ gives $\beta_j=-2\pi s_j$, a uniform physical direction. Hidden order with $\tilde\beta_j=+2\pi s_j/3$ gives $\beta_j=-2\pi s_j/3$, the favoured physical $120^\circ$ state. A hidden rotation by $\pi$ about the $x$ axis reverses the sign of every $\tilde\beta_j$ and so takes one state into the other. Stopping halfway leaves the hidden spins in the $xz$ plane, and the physical spins then have components along $z$ at no cost in energy.

**Q.** So the quantum ground state is a ferromagnet?

**A.** That does not follow. The fully polarized in-plane state corresponds to a classical hidden $120^\circ$ state, which is not an eigenstate of the quantum Heisenberg antiferromagnet. What survives quantum fluctuations is the symmetry: any eigenstate is accompanied by all states obtained from it by hidden rotations, at the same energy. Within the model, exchange energy alone cannot choose between the ferromagnet and its $120^\circ$ partner. A small violation of the hidden symmetry can.

**Q.** Then I want to know where the phase comes from. Is $2\pi/3$ a coincidence of tuning?

At $\phi=2\pi/3$ the valley-dependent phases can be removed from the triangular-lattice model, which reveals a hidden SU(2) symmetry and, among product states, makes the in-plane ferromagnet degenerate with one chirality of $120^\circ$ order. It remains to explain where this phase comes from and to see how well the symmetry holds in twisted WSe$_2$.
